# Why 60° MoS2 twins are degenerate on sixfold but not threefold substrates: verification in Python

```python
# Result under test: a threefold layer (MoS2) has equal energies at orientations
# theta and theta+60 deg on a surface with a sixfold axis; on a C3v surface the
# aligned orientations 0 and 60 deg may differ, by
#   Delta = E(60) - E(0) = 9*(min(w_S, u_Mo) - w_Mo) per cell
# in a first-harmonic model with repulsive atop sites and weak second layer.
# u_X, w_X: strengths (meV) with which top- and second-layer substrate atoms act
# on species X. Sites: T atop, H hollow over second layer, F other hollow.
# Lengths are in units of the substrate lattice constant unless marked nm.
import numpy as np
from scipy.constants import k as k_B, e as q_e

A1 = np.array([1.0, 0.0])
A2 = np.array([0.5, np.sqrt(3) / 2])
HOLLOW = (A1 + A2) / 3
B1 = 2 * np.pi * np.array([1.0, -1 / np.sqrt(3)])
B2 = 2 * np.pi * np.array([0.0, 2 / np.sqrt(3)])
G = np.array([B1, B2, -B1 - B2])


def rotation(degrees):
    t = np.radians(degrees)
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


def disc(offset, radius):
    m = int(radius * 1.3) + 3
    i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    p = offset + i.reshape(-1, 1) * A1 + j.reshape(-1, 1) * A2
    return p[np.hypot(p[:, 0], p[:, 1]) < radius]


def set_distance(p, q):
    d = np.linalg.norm(p[:, None] - q[None], axis=2)
    return max(d.min(axis=0).max(), d.min(axis=1).max())


# ---------- Part 1: tight-binding energy, not a sum of pair terms ----------
def atoms(xy, z, onsite):
    n = len(xy)
    return np.column_stack([xy, np.full(n, z), np.full(n, onsite)])


mo_xy, s_xy = disc(HOLLOW, 1.6), disc(-HOLLOW, 1.6)
flake = np.vstack([atoms(mo_xy, 1.4, 1.0), atoms(s_xy, 0.9, -1.0),
                   atoms(s_xy, 1.9, -1.0)])
top_layer = atoms(disc(np.zeros(2), 3.1), 0.0, 0.0)
second_layer = atoms(disc(HOLLOW, 3.1), -0.8, -0.5)
sub_c6v = top_layer
sub_c3v = np.vstack([top_layer, second_layer])


def band_energy(substrate, theta, shift=(0.0, 0.0)):
    """Energy in eV of flake plus substrate, half of the levels filled."""
    moved = flake.copy()
    moved[:, :2] = flake[:, :2] @ rotation(theta).T + np.asarray(shift)
    al = np.vstack([substrate, moved])
    d = np.linalg.norm(al[:, None, :3] - al[None, :, :3], axis=2)
    ham = -np.exp(-(d - 1.0) / 0.4)
    np.fill_diagonal(ham, al[:, 3])
    levels = np.linalg.eigvalsh(ham)
    return 2 * levels[:len(al) // 2].sum()


# A 60 deg turn acts as a 180 deg turn and exchanges the two sublattices.
mo60 = mo_xy @ rotation(60).T
assert set_distance(mo60, mo_xy @ rotation(180).T) < 1e-10
assert set_distance(mo60, s_xy) < 1e-10
assert set_distance(mo60, mo_xy) > 0.1

# Rotation theorem at a general twist and a general position.
shift = np.array([0.13, 0.21])
turned = rotation(60) @ shift
gen_c6v = band_energy(sub_c6v, 67, turned) - band_energy(sub_c6v, 7, shift)
gen_c3v = band_energy(sub_c3v, 67, turned) - band_energy(sub_c3v, 7, shift)
assert abs(gen_c6v) < 1e-9
assert abs(gen_c3v) > 1e-5

# Angular harmonics cos(3 n theta), flake held on the symmetry axis.
angles = np.arange(24) * 5.0
e6 = np.array([band_energy(sub_c6v, t) for t in angles])
e3 = np.array([band_energy(sub_c3v, t) for t in angles])
c6, c3 = np.fft.fft(e6) / 24, np.fft.fft(e3) / 24
assert np.abs(c6[1::2]).max() < 1e-9
assert abs(c3[1].real) > 1e-5
assert np.abs(c6.imag).max() < 1e-9 and np.abs(c3.imag).max() < 1e-9
aligned_c6v, aligned_c3v = e6[12] - e6[0], e3[12] - e3[0]
mirror_pair = e3[18] - e3[6]
assert abs(aligned_c6v) < 1e-9 and abs(aligned_c3v) > 1e-5
assert abs(mirror_pair) < 1e-9

# Steps on the C6v terrace: a row of atoms beside the flake.
row = np.arange(-2, 3)
step_x = np.column_stack([row * 1.0, np.full(5, -2.6)])
step_y = np.column_stack([np.full(5, -2.5), row * np.sqrt(3)])
step_diff = []
for xy in (step_x, step_y):
    stepped = np.vstack([sub_c6v, atoms(xy, 0.9, 0.0)])
    step_diff.append(band_energy(stepped, 60) - band_energy(stepped, 0))
assert abs(step_diff[0]) > 1e-5
assert abs(step_diff[1]) < 1e-9


# ---------- Part 2: registry energies of a larger nucleus ----------
def landscape(par, theta, radius, misfit=0.0, n=120, side=1):
    """Explicit atom sum (meV) on an n x n grid of lateral positions."""
    u_s, w_s, u_mo, w_mo = par
    coeff = np.zeros(3, complex)
    counts = []
    for offset, u, w in ((-HOLLOW, u_s, w_s), (HOLLOW, u_mo, w_mo)):
        xy = disc(offset, radius) * (1 - misfit) @ rotation(theta).T
        counts.append(len(xy))
        coeff += u * np.exp(1j * xy @ G.T).sum(axis=0)
        coeff += w * np.exp(1j * (xy - side * HOLLOW) @ G.T).sum(axis=0)
    assert counts[0] == counts[1]
    i, j = np.meshgrid(np.arange(n), np.arange(n))
    r = (i.reshape(-1, 1) * A1 + j.reshape(-1, 1) * A2) / n
    return 2 * (np.exp(1j * r @ G.T) @ coeff).real, counts[0]


def difference(par, radius, misfit=0.0, twist=0.0, side=1):
    low, n = landscape(par, twist, radius, misfit, side=side)
    high, _ = landscape(par, twist + 60, radius, misfit, side=side)
    return (high.min() - low.min()) / n


def site_energy(u, w):
    """Energies at T, H, F."""
    return np.array([6 * u - 3 * w, -3 * u + 6 * w, -3 * u - 3 * w])


def registry_table(par):
    s, mo = site_energy(*par[:2]), site_energy(*par[2:])
    zero = {"TF": s[0] + mo[2], "FH": s[2] + mo[1], "HT": s[1] + mo[0]}
    sixty = {"TH": s[0] + mo[1], "HF": s[1] + mo[2], "FT": s[2] + mo[0]}
    return zero, sixty


def formula(par):
    u_s, w_s, u_mo, w_mo = par
    return 9 * (min(w_s, u_mo) - w_mo)


a_nm, radius_nm, temperature, misfit = 0.32, 1.8, 1000.0, 0.01
R = radius_nm / a_nm
par = (5.0, 0.5, 1.0, 0.1)
par_c6v = (5.0, 0.0, 1.0, 0.0)
par_strong = (5.0, 2.0, 1.0, 0.2)
par_accident = (5.0, 0.3, 1.0, 0.3)

zero, sixty = registry_table(par)
zero6, sixty6 = registry_table(par_c6v)
assert np.allclose(sorted(zero6.values()), sorted(sixty6.values()))
for p in (par, par_c6v, par_strong, par_accident):
    for theta, table in zip((0, 60), registry_table(p)):
        grid, cells = landscape(p, theta, R)
        assert abs(grid.min() / cells - min(table.values())) < 1e-8
        assert abs(grid.max() / cells - max(table.values())) < 1e-8
    assert abs(difference(p, R) - formula(p)) < 1e-8
delta = difference(par, R)
delta_c6v = difference(par_c6v, R, misfit, twist=7.0)
delta_strong = difference(par_strong, R)
delta_accident = difference(par_accident, R)
acc0, acc60 = registry_table(par_accident)
assert abs(delta_c6v) < 1e-9 and abs(delta_accident) < 1e-9
assert abs(max(acc0.values()) - max(acc60.values())) > 0.1
delta_next = difference(par, R, side=-1)
assert abs(delta_next + delta) < 1e-8

# ---------- Part 3: populations and neglected effects ----------
kT = k_B * temperature / q_e * 1e3
land0, N = landscape(par, 0, R)
land60, _ = landscape(par, 60, R)
population = 1 / (1 + np.exp(-N * delta / kT))
n99 = kT * np.log(99) / delta
r99 = np.sqrt(n99 * np.sqrt(3) / 2 * a_nm**2 / np.pi)


def free_difference(n):
    f = []
    for theta in (0, 60):
        en, _ = landscape(par, theta, R, n=n)
        f.append(en.min() - kT * np.log(np.exp(-(en - en.min()) / kT).mean()))
    return f[1] - f[0]


free_diff, free_fine = free_difference(120), free_difference(240)
assert abs(free_diff - free_fine) < 1e-3
delta_misfit = difference(par, R, misfit)
delta_large = difference(par, 6.0 / a_nm, misfit)
pop_misfit = 1 / (1 + np.exp(-N * delta_misfit / kT))
step_cancel = N * delta / (2 * radius_nm)

print("TIGHT-BINDING FLAKE (energies at 60 deg more than start)")
print(f"C6v, twist 7 deg, general position: {abs(gen_c6v):.1e} eV (size)")
print(f"C3v, twist 7 deg, general position: {gen_c3v:.5f} eV")
print(f"C6v, aligned, on axis, E(60)-E(0): {abs(aligned_c6v):.1e} eV (size)")
print(f"C3v, aligned, on axis, E(60)-E(0): {aligned_c3v:.5f} eV")
print(f"C3v, mirror pair, E(90)-E(30): {abs(mirror_pair):.1e} eV (size)")
print(f"C3v, coefficient of cos(3 theta): {2 * c3[1].real:.5f} eV")
print(f"C6v, coefficient of cos(3 theta): {abs(2 * c6[1]):.1e} eV (size)")
print(f"C6v + step along close-packed row: {step_diff[0]:.5f} eV")
print(f"C6v + step normal to that row: {abs(step_diff[1]):.1e} eV (size)")
print("MODEL NUCLEUS: inputs")
print(f"lattice constant: {a_nm:.2f} nm; radius: {radius_nm:.1f} nm")
print(f"temperature: {temperature:.0f} K; misfit: {100 * misfit:.0f} %")
print(f"u_S, w_S, u_Mo, w_Mo: {par} meV")
print("Site energies in the order T, H, F")
print("S :", np.round(site_energy(*par[:2]), 2), "meV")
print("Mo:", np.round(site_energy(*par[2:]), 2), "meV")
print("Registry energies per cell, label = site of S, site of Mo")
for name, tab in (("C3v  0 deg", zero), ("C3v 60 deg", sixty),
                  ("C6v  0 deg", zero6), ("C6v 60 deg", sixty6)):
    print(name + ":", ", ".join(f"{s} {v:.1f}" for s, v in tab.items()), "meV")
print("Orientation difference E(60)-E(0), minimized over position")
print(f"C3v terrace: {delta:.3f} meV per cell")
print(f"C6v terrace, 1 % misfit, twist 7: {abs(delta_c6v):.1e} meV per cell")
print(f"next half-cell terrace (H, F exchanged): {delta_next:.3f} meV per cell")
print(f"strong second layer {par_strong}: {delta_strong:.3f} meV per cell")
print(f"accidental case {par_accident}: {abs(delta_accident):.1e} meV per cell")
print(f"  its highest registries: 0 deg {max(acc0.values()):.1f},"
      f" 60 deg {max(acc60.values()):.1f} meV")
print("Populations")
print(f"kT: {kT:.2f} meV; cells in nucleus: {N}")
print(f"total difference: {N * delta:.1f} meV = {N * delta / 1e3:.4f} eV")
print(f"share of favoured orientation: {100 * population:.2f} %")
print(f"cells for 99 % share: {n99:.1f}; disc radius: {r99:.2f} nm")
print("Neglected effects")
print(f"difference with rigid misfit, 1.8 nm: {delta_misfit:.3f} meV per cell")
print(f"share with rigid misfit, 1.8 nm: {100 * pop_misfit:.2f} %")
print(f"difference with rigid misfit, 6 nm: {delta_large:.3f} meV per cell")
print(f"free-energy difference, all positions: {free_diff:.1f} meV")
print(f"  shift on doubling the grid: {abs(free_fine - free_diff):.1e} meV")
print(f"step difference that cancels terrace: {step_cancel:.1f} meV/nm")
print("checks complete")
```

Output:

```
TIGHT-BINDING FLAKE (energies at 60 deg more than start)
C6v, twist 7 deg, general position: 5.7e-14 eV (size)
C3v, twist 7 deg, general position: 0.11389 eV
C6v, aligned, on axis, E(60)-E(0): 1.7e-13 eV (size)
C3v, aligned, on axis, E(60)-E(0): 0.21226 eV
C3v, mirror pair, E(90)-E(30): 0.0e+00 eV (size)
C3v, coefficient of cos(3 theta): -0.11547 eV
C6v, coefficient of cos(3 theta): 1.4e-14 eV (size)
C6v + step along close-packed row: 0.13101 eV
C6v + step normal to that row: 8.5e-14 eV (size)
MODEL NUCLEUS: inputs
lattice constant: 0.32 nm; radius: 1.8 nm
temperature: 1000 K; misfit: 1 %
u_S, w_S, u_Mo, w_Mo: (5.0, 0.5, 1.0, 0.1) meV
Site energies in the order T, H, F
S : [ 28.5 -12.  -16.5] meV
Mo: [ 5.7 -2.4 -3.3] meV
Registry energies per cell, label = site of S, site of Mo
C3v  0 deg: TF 25.2, FH -18.9, HT -6.3 meV
C3v 60 deg: TH 26.1, HF -15.3, FT -10.8 meV
C6v  0 deg: TF 27.0, FH -18.0, HT -9.0 meV
C6v 60 deg: TH 27.0, HF -18.0, FT -9.0 meV
Orientation difference E(60)-E(0), minimized over position
C3v terrace: 3.600 meV per cell
C6v terrace, 1 % misfit, twist 7: 4.0e-15 meV per cell
next half-cell terrace (H, F exchanged): -3.600 meV per cell
strong second layer (5.0, 2.0, 1.0, 0.2): 7.200 meV per cell
accidental case (5.0, 0.3, 1.0, 0.3): 4.0e-15 meV per cell
  its highest registries: 0 deg 25.2, 60 deg 27.9 meV
Populations
kT: 86.17 meV; cells in nucleus: 114
total difference: 410.4 meV = 0.4104 eV
share of favoured orientation: 99.15 %
cells for 99 % share: 110.0; disc radius: 1.76 nm
Neglected effects
difference with rigid misfit, 1.8 nm: 3.526 meV per cell
share with rigid misfit, 1.8 nm: 99.07 %
difference with rigid misfit, 6 nm: 2.829 meV per cell
free-energy difference, all positions: 390.2 meV
  shift on doubling the grid: 0.0e+00 meV
step difference that cancels terrace: 114.0 meV/nm
checks complete
```
